# Newman–Ziff bond percolation: union-find sweeps and binomial convolution

Suppose the crossing probability of a thin-film channel is needed at many barrier levels. One must decide whether to simulate each level separately or to simulate once and process the stored data. For independent bonds with a common opening probability $p$, one set of sweeps is enough. Record each observable against the number $m$ of open bonds, then average over $m$ with binomial weights at whatever $p$ is wanted.

## From fixed occupation to fixed probability

Let a graph have $N$ bonds, each open with probability $p$ independently of the others, and let $A(\omega)$ be an observable of the configuration $\omega$. A configuration with $|\omega|$ open bonds has probability $p^{|\omega|}(1-p)^{N-|\omega|}$, so

$$Q(p)=\sum_\omega p^{|\omega|}(1-p)^{N-|\omega|}A(\omega).$$

The weight depends on $\omega$ through $|\omega|$ alone. Define $Q_m$ as the plain average of $A$ over the $\binom Nm$ subsets with $m$ open bonds. The sum of $A$ over those subsets is $\binom Nm Q_m$, hence

$$Q(p)=\sum_{m=0}^{N}B_{N,m}(p)\,Q_m,\qquad B_{N,m}(p)=\binom Nm p^m(1-p)^{N-m}.\tag{1}$$

This is exact for any finite graph.

To sample $Q_m$, add the bonds in a uniformly random order. A given $m$-subset forms the first $m$ bonds in $m!(N-m)!$ of the $N!$ orders, so its probability is $1/\binom Nm$. One sweep therefore gives an unbiased sample at every $m$. Successive samples within a sweep are correlated, which affects the errors but not the expectation.

The smallest useful case is a bridge: source $s$, drain $d$, inner nodes $a,b$, and bonds $sa,sb,ad,bd,ab$. Let $A=1$ if source and drain connect and $A=0$ otherwise.

- Of the 10 two-bond subsets, $\{sa,ad\}$ and $\{sb,bd\}$ cross, so $Q_2=0.2$.
- With three bonds open, crossing fails only if the two closed bonds are both source bonds or both drain bonds, so $Q_3=0.8$.
- No single closed bond cuts the bridge, so $Q_4=Q_5=1$, while $Q_0=Q_1=0$.

At $p=0.6$, equation (1) gives

$$R=2(0.6)^2(0.4)^3+8(0.6)^3(0.4)^2+5(0.6)^4(0.4)+(0.6)^5=0.65952.$$

## The sweep

The film used below is a square lattice with $n$ rows and $n$ bonds in series from source to drain. Each contact is a single node. There are $n^2$ bonds along the current direction and $(n-1)^2$ across it, so $N=n^2+(n-1)^2$. The number of nodes is $V=n(n-1)+2$.

Each cluster is a tree whose root points to itself. Opening a bond requires finding the roots of its two ends and joining them if they differ.

```
sweep(bonds, V):
  parent[i] = i; size[i] = 1 for all nodes
  rs = source; rd = drain; M = none
  largest = 1; history[0] = 1
  order = uniform random permutation of bonds
  for m = 1..N:
    (a,b) = ends of order[m]
    a = find(a); b = find(b)
    if a != b:
      if size[a] < size[b]: swap a,b
      parent[b] = a; size[a] += size[b]
      largest = max(largest, size[a])
      if rs == b: rs = a
      if rd == b: rd = a
      if M is none and rs == rd: M = m
    history[m] = largest
  return M, history

find(i):
  while parent[i] != i:
    parent[i] = parent[parent[i]]
    i = parent[i]
  return i
```

The variables `rs` and `rd` follow the roots of the two contacts, so crossing is detected without a further search. The entry `history[0]` is needed because (1) starts at $m=0$.

**Cost.** First omit the halving line in `find`. A node moves one level deeper only when its root is attached to the root of a cluster at least as large. Its own cluster then at least doubles. After $d$ such events the cluster has at least $2^d$ nodes, and it cannot exceed $V$, so

$$d\le\log_2V.$$

Halving replaces a parent by a grandparent. It removes ancestors from a search path and adds none, so the bound survives. A sweep costs at most of order $V+N\log V$ operations.

In runs with halving, the average number of pointer moves per added bond, both ends together, was 1.38 for $n=8$ and 1.47 for $n=32$, while $N$ rose from 113 to 1985. In one sweep at $n=32$ without halving, the deepest node lay 6 links below its root. The bound there is $\log_2 994=9.96$.

For crossing, a histogram of $M$ is sufficient storage. For the largest cluster, a running sum over sweeps gives the mean, but error bars need more. Either keep the separate histories, or choose the values of $p$ in advance and keep running sums of each sweep's convolved value and its square. An observable such as conductance does not follow from a merge of two clusters. It can be inserted in (1), but it needs its own solution at each $m$, and the low cost is lost.

## Stable binomial weights

Dividing neighbouring weights gives

$$\frac{B_{N,m+1}}{B_{N,m}}=\frac{N-m}{m+1}\,\frac{p}{1-p}.\tag{2}$$

The ratio is at least one when $(N-m)p\ge(m+1)(1-p)$, that is, when $m+1\le(N+1)p$. The largest weight is therefore at $m_0=\lfloor(N+1)p\rfloor$ for $0<p<1$. Set that weight to 1, apply (2) upward and its inverse downward, and divide all weights by their sum. Every product then falls away from the peak, and underflow removes negligible terms only.

Starting at $m=0$ fails. For $N=1985$ and $p=0.5$ the first weight is $2^{-1985}$, or about $10^{-597.5}$. Double precision stores it as zero, and so every later product is zero as well. At $p=0$ and $p=1$ no weights are needed: return $Q_0$ and $Q_N$.

The convolution is not cosmetic. For $n=3$, which has 13 bonds, enumeration of all $2^{13}$ configurations gives $Q_4=0.0531$ but $R(4/13)=0.1354$. The mean number of open bonds is 4 in both cases. Fluctuations above 4 add more crossing than fluctuations below it remove, since $Q_m$ curves upward in this range of $m$. Above the midpoint it curves downward and the sign reverses: $Q_9=0.9469$ but $R(9/13)=0.8646$.

The effect shrinks with size. The binomial width in $p$ is $\sqrt{p(1-p)/N}$, which at $p=1/2$ is 0.047 for $n=8$ and 0.011 for $n=32$. The corresponding spreads of the crossing threshold, obtained below, are 0.085 and 0.031. The ratio of the binomial width to the spread is thus 0.56 at $n=8$ and 0.36 at $n=32$.

## Error bars

For crossing, a sweep contributes 0 for $m<M$ and 1 for $m\ge M$. After convolution its value is

$$T(p)=\sum_{m=M}^{N}B_{N,m}(p),\qquad \langle T(p)\rangle=R(p).$$

Different sweeps are independent, so the standard error of $R$ is the sample standard deviation of $T$ divided by the square root of the number of sweeps. Since $0\le T\le1$, we have $T^2\le T$, and

$$\operatorname{Var}T=\langle T^2\rangle-R^2\le R-R^2=R(1-R).$$

The right side is the variance of a yes/no trial at fixed $p$. A sweep is therefore never noisier than such a trial. At $n=32$ and $p=0.5$ the standard deviations were 0.407 and 0.500, a reduction of the variance by about one third.

Two cautions follow. Errors at different $p$ come from the same sweeps and are correlated, so a smooth curve is no sign of small error. In the far tails, few sweeps contribute and the error estimate itself becomes unreliable.

## Slopes and thresholds

A derivative needs no finite difference in $p$. Differentiating the weight and using $m\binom Nm=N\binom{N-1}{m-1}$ and $(N-m)\binom Nm=N\binom{N-1}{m}$ gives

$$\frac{dB_{N,m}}{dp}=N\left[B_{N-1,m-1}-B_{N-1,m}\right],$$

where weights with an index outside $0,\dots,N-1$ are zero. Multiply by $Q_m$, sum, and shift the index in the first term:

$$\frac{dQ}{dp}=N\sum_{m=0}^{N-1}B_{N-1,m}(p)\,(Q_{m+1}-Q_m).\tag{3}$$

For crossing, $Q_{m+1}-Q_m$ is the probability that $M=m+1$. With $k=m+1$,

$$R'(p)=\sum_{k=1}^{N}P(M=k)\,\frac{N!}{(k-1)!(N-k)!}\,p^{k-1}(1-p)^{N-k}.$$

This is a probability density for the threshold of a single sample. Give each bond a uniform random number in $(0,1)$ and open it when $p$ reaches that number. The sample first crosses at some $p_c$, and $P(p_c\le p)=R(p)$. Using $\int_0^1p^a(1-p)^b\,dp=a!\,b!/(a+b+1)!$ with $a=k$ and $a=k+1$, and $b=N-k$, we find

$$\langle p_c\rangle=\frac{\langle M\rangle}{N+1},\qquad \langle p_c^2\rangle=\frac{\langle M(M+1)\rangle}{(N+1)(N+2)}.\tag{4}$$

Mean and spread thus follow from the recorded $M$ without any grid in $p$.

This film also has an exact reference value. Draw the dual lattice, in which each dual bond crosses one original bond, and open a dual bond when its original is closed. Either open bonds join source to drain, or open dual bonds join the top edge to the bottom edge; planarity excludes both and neither. The dual graph has $n^2$ bonds along its own crossing direction and $(n-1)^2$ across it. It is the original graph turned by 90 degrees. Since $m$ open bonds leave $N-m$ open dual bonds,

$$Q_m+Q_{N-m}=1,\qquad R(p)+R(1-p)=1.$$

Hence $R(1/2)=1/2$ and $\langle p_c\rangle=1/2$ at every $n$. The bridge shows it: $Q_2+Q_3=1$.

Equation (4) gave these values:

| $n$ | sweeps | mean $p_c$ | spread of $p_c$ |
|---|---|---|---|
| 8 | 2000 | 0.499 | 0.085 |
| 16 | 1500 | 0.499 | 0.052 |
| 32 | 1000 | 0.499 | 0.031 |

Between $n=8$ and $n=32$ the spread falls as $n^{-0.72}$, with a statistical error of about 0.02 in the exponent. This is an effective exponent for these sizes; it lies within about two standard errors of the infinite-size value $3/4$ of two-dimensional percolation, so these runs do not resolve a difference.

## Worked film: barriers in an oxide channel

Take a channel 320 nm long and 320 nm wide, divided into 10 nm cells and one cell thick, so $n=32$. Each bond carries an independent Gaussian barrier with mean $\mu=100$ meV and standard deviation $\sigma=20$ meV. At level $E$, call a bond open if its barrier does not exceed $E$. Then $p=F(E)$, the Gaussian cumulative probability, and the lowest level $E_c$ that connects the contacts obeys

$$P(E_c\le E)=R(F(E)).$$

The inverse relation is $E=\mu+\sigma\Phi^{-1}(p)$, with $\Phi$ the standard normal cumulative function. The same 1000 sweeps give every row below. The largest-cluster share counts each contact as one node.

| $p$ | $E$ (meV) | $R$ | largest share |
|---|---|---|---|
| 0.40 | 94.9 | 0.001 ± 0.001 | 0.119 |
| 0.45 | 97.5 | 0.060 ± 0.006 | 0.258 |
| 0.48 | 99.0 | 0.269 ± 0.011 | 0.430 |
| 0.50 | 100.0 | 0.512 ± 0.013 | 0.577 |
| 0.52 | 101.0 | 0.756 ± 0.011 | 0.718 |
| 0.55 | 102.5 | 0.949 ± 0.006 | 0.853 |

The value at $p=0.50$ lies 0.9 standard errors above the exact 1/2. The values at 0.48 and 0.52 should add to 1 and add to 1.025. Errors from shared sweeps need not cancel in this sum: its standard error can be as large as the two errors added, about 0.022, so the excess is not significant.

Near the median, $dE/dp=\sigma\sqrt{2\pi}=50$ meV. A threshold spread of 0.0314 then becomes $50\times0.0314\approx1.6$ meV. Numerical integration over the density (3) gives a mean $E_c$ of 99.95 meV (exactly 100 meV by duality) and a spread of 1.58 meV, with statistical errors of about 0.05 and 0.04 meV. Solving $R=0.05$ and $R=0.95$ gives a 5–95% range of 97.4 to 102.5 meV.

A separate calculation drew 200 films barrier by barrier and located each $E_c$ by bisection with a graph search. Its mean was 99.93 meV and its spread 1.56 meV.

## What the barrier level means in a real film

The barrier parameters, and the effective mass of 0.34 electron masses used below, are rough values in the regime of amorphous In-Ga-Zn-O. The geometry is small: typical films are tens of nanometres thick and typical channels are micrometres long. The following estimates size what the model omits.

**Thermal averaging.** $E_c$ is not an activation energy unless the highest barrier on the easiest path controls the current. Give each bond the conductance $e^{-E/k_BT}$ and solve Kirchhoff's equations for the same 200 films. Define the effective barrier as $-k_BT\ln G$, with $G$ relative to a barrier-free film. Its mean is 100.0 meV at both temperatures tried. This is forced by the self-duality of the single layer and the symmetric barrier distribution, and it does not carry over to thicker films. Its spread is 0.64 meV at 300 K and 0.70 meV at 77 K. Percolation thus overstates the film-to-film spread of this effective barrier by more than a factor of two. In this purely thermal model, cooling to 77 K hardly helps, although $k_BT=6.6$ meV is then well below $\sigma$: the rms difference between effective barrier and $E_c$ falls only from 1.50 to 1.37 meV.

**Tunnelling.** Take a parabolic barrier of height $V_b=100$ meV and base width $w=10$ nm. For energy $E<V_b$ the WKB transmission is $e^{-b(V_b-E)}$. The wave-number integral is the area of a half ellipse, which gives $b=\pi w\sqrt{2m^*}/(2\hbar\sqrt{V_b})$. Weight each energy by the Boltzmann factor $e^{-\beta E}$, with $\beta=1/k_BT$, and take unit transmission above the top. Dividing the two currents and substituting $u=V_b-E$ gives

$$\frac{I_{\rm tunnel}}{I_{\rm over}}=\beta\int_0^{V_b}e^{-(b-\beta)u}\,du=\frac{\beta}{b-\beta}\left[1-e^{-(b-\beta)V_b}\right]=0.35$$

at 300 K. This would equal a barrier reduction of $k_BT\ln1.353=7.8$ meV, but it is an overestimate. Here $b=148$ eV$^{-1}$ and $\beta=38.7$ eV$^{-1}$, so most of the tunnelling current flows within about $1/(b-\beta)=9$ meV of the top, where the simple exponential fails. A better transmission for a parabolic barrier, usable below and above the top, is $1/[1+e^{b(V_b-E)}]$. Extend the energy integral to $-\infty$, which adds a negligible tail, and use $\int_{-\infty}^{\infty}e^{-ax}/(1+e^{-x})\,dx=\pi/\sin\pi a$ with $a=\beta/b$. The total current is then $(\pi\beta/b)/\sin(\pi\beta/b)=1.12$ times the classical over-barrier current. That equals a barrier reduction of about 3 meV. This transmission belongs to an unbounded parabola; solving the Schrödinger equation for the barrier cut off at its 10 nm base gives 1.105 and 2.6 meV, still larger than the spread of $E_c$. The formula requires $\beta<b$. At 77 K, $\beta=151$ eV$^{-1}$ exceeds $b$, and tunnelling dominates the current through such a barrier. The 77 K figures under thermal averaging therefore describe the thermal resistor model, not a film with barriers this thin.

**Thickness.** With two layers of cells, 400 sweeps at $n=16$ give a mean $p_c$ of 0.371 ± 0.002 and a mean $E_c$ of 93.4 ± 0.1 meV. The single-layer mean is 100 meV by duality, so the second layer lowers the level by about 6.5 meV. The effect on conduction is smaller: in the thermal resistor model at 300 K the mean effective barrier of such two-layer films is 98.6 meV, a drop of only 1.4 meV.

**Carrier density.** For a parabolic band at 300 K, the Fermi–Dirac integral places the Fermi level 40 meV below the band edge at $10^{18}$ cm$^{-3}$ and 36 meV above it at $10^{19}$ cm$^{-3}$. Boltzmann statistics errs by 2 and 18 meV respectively. At the higher density, a barrier measured from the Fermi level is therefore 36 meV lower than the same barrier measured from the band edge.

**Bias.** A bias of 0.1 V along the channel lowers the electron energy by 3.1 meV per cell on average. If the drop is even, the centre of a symmetric barrier is lowered by about 1.6 meV relative to its source side, as much as the spread of $E_c$. In a random film the drop differs from bond to bond, so this is only an average.

Real barriers may also be spatially correlated, an effect not sized here. The bonds then do not open independently at a given level, and the derivation of $R(F(E))$ fails.

## Failure modes in code

- **Unequal bond probabilities.** Subsets of equal size then have unequal weights, and (1) does not apply.
- **A biased permutation.** The factor $m!(N-m)!$ requires all orders to be equally likely. Drawing bonds with replacement is a different process.
- **A graph that can never cross.** If $M$ is still unset after the last bond, store $M=N+1$, so that $T(p)=0$. The film above has always crossed by $m=N$ at the latest.
- **Stale contact roots.** Update `rs` and `rd` at every merge, including merges after crossing if they are used later.
- **Errors taken over $m$.** Values within one sweep are not independent samples. Convolve each sweep first, then take the scatter between sweeps.
